# Mobile Donors in Equilibrium Across a Schottky Depletion Region

## What a uniform donor density gets wrong

A depletion calculation can keep the donor density at its bulk value right up to the metal. That is sound when the donors start out uniform and stay immobile. If they can diffuse during an anneal, the depletion field pulls these positive ions toward the contact. In the mean-field example below, the donor density at the contact then becomes 47 times the bulk density, and the contact field is four times the fixed-donor value for the same band bending.

Poisson's equation alone cannot determine the new profile, because the donor density has become an unknown. The missing relation comes from equilibrium: the product of the local donor and electron densities is the same at every depth.

## The system and its assumptions

The semiconductor occupies \(x>0\), with a metal contact at \(x=0\). Let \(N(x)\) be the density of mobile, singly ionized donors, \(n(x)\) the density of conduction electrons, \(\phi(x)\) the electrostatic potential and \(e>0\) the elementary charge.

The derivation assumes the following.

- The temperature \(T\) is uniform, no bias is applied, and the anneal is long enough for the donors to equilibrate.
- The donors are dilute and neither enter the metal nor react.
- The electrons are nondegenerate and in equilibrium with the metal.
- Each charge feels the average potential. Correlations and image forces are left out at first and estimated later.

Holes and neutral donors are also neglected at first.

## Equilibrium from the free energy

For this derivation set \(\phi=0\) at the metal, and let the field vanish at the far end of the semiconductor. The free energy per area, with the metal acting as an electron reservoir of chemical potential \(\mu\), is

\[
\Omega=\int\left\{kT N\left[\ln\frac{N}{N_r}-1\right]
+kT n\left[\ln\frac{n}{N_c}-1\right]
+(E_0-\mu)n+\frac{\varepsilon}{2}\phi'^2\right\}dx .
\]

Here \(N_r\) is a constant reference density, \(N_c\) the effective conduction-band density of states, \(E_0\) the band-edge energy where \(\phi=0\), and \(\varepsilon\) the permittivity. The first two terms are ideal entropy terms, and the last is the field energy.

The charge density is \(\rho=e(N-n)\), and Poisson's equation is \(\varepsilon\phi''=-\rho\). Varying the field energy and integrating by parts gives

\[
\delta\int\frac{\varepsilon}{2}\phi'^2dx
=\int\varepsilon\phi'\,\delta\phi'\,dx
=\left[\varepsilon\phi\,\delta\phi'\right]
-\int\phi\,\varepsilon\,\delta\phi''\,dx
=\int\phi\,\delta\rho\,dx .
\]

The boundary term vanishes at the metal because \(\phi=0\), and at the far end because \(\delta\phi'=0\). The last equality uses \(\varepsilon\,\delta\phi''=-\delta\rho\).

The derivative of \(N[\ln(N/N_r)-1]\) is \(\ln(N/N_r)\), and likewise for the electrons. The total number of donors is fixed, which requires a Lagrange multiplier \(\lambda\). Setting the coefficients of \(\delta N\) and \(\delta n\) to zero gives

\[
kT\ln\frac{N}{N_r}+e\phi=\lambda,
\qquad
kT\ln\frac{n}{N_c}+E_0-e\phi=\mu .
\]

This stationary point is a minimum: the entropy terms have positive second derivatives \(kT/N\) and \(kT/n\), and the field energy is a nonnegative quadratic function of the charge.

Add the two conditions. The potential terms have opposite signs and cancel:

\[
kT\ln\frac{Nn}{N_rN_c}=\lambda+\mu-E_0 .
\]

The right-hand side does not depend on position. Therefore

\[
\boxed{N(x)n(x)=C .}
\]

Poisson's equation is not needed to find this relation once the two equilibrium conditions are known. It determines how the densities vary with depth, while their product stays fixed.

## The same result from zero flux

The donor particle flux is the sum of diffusion and drift. With diffusivity \(D\) and the Einstein relation for the mobility, \(eD/kT\),

\[
J_D=-D N'-\frac{eD}{kT}N\phi'
=-DN\frac{d}{dx}\left(\ln N+\frac{e\phi}{kT}\right).
\]

In a steady state \(J_D\) is independent of \(x\). It is zero at the blocking contact, hence zero everywhere. For electrons the drift term changes sign, and at zero bias their flux is also zero. Thus

\[
(\ln N)'=-\frac{e\phi'}{kT},\qquad
(\ln n)'=+\frac{e\phi'}{kT},
\]

and the sum gives \((\ln Nn)'=0\).

This also shows the direction of accumulation. At a depletion contact on n-type material, \(\phi\) increases from the metal into the bulk, so \(\phi'>0\). Electrons become more numerous with depth and donors less numerous. At an accumulation contact \(\phi'<0\), and the donors are repelled from the metal.

## The constant and the contact density

Now move the zero of potential to the neutral bulk. This changes no density. If holes and other charges are negligible, neutrality makes both bulk densities equal to \(N_0\), so \(C=N_0^2\). Define the reduced band bending \(u=-e\phi/kT\), which is positive in the depletion region. Then

\[
N=N_0e^u,\qquad n=N_0e^{-u}.
\]

At the metal, the electron condition gives

\[
n(0)=N_c e^{-\Phi_B/kT},\qquad
N(0)=\frac{N_0^2}{n(0)},\qquad
u_s=\ln\frac{N_0}{n(0)},
\]

where \(\Phi_B=E_0-\mu\) is the electron barrier and \(E_0\) still denotes the band edge at the metal. At fixed \(N_0\) and \(T\), a higher barrier lowers \(n(0)\) and raises \(N(0)\) by the same factor.

## The depth profile

Poisson's equation in terms of \(u\) reads

\[
u''=\frac{e^2}{\varepsilon kT}(N-n)
=\frac{2e^2N_0}{\varepsilon kT}\sinh u
=\frac{\sinh u}{L^2},
\qquad
L=\sqrt{\frac{\varepsilon kT}{2e^2N_0}} .
\]

The factor 2 in \(L\) appears because both species are mobile and both screen. Multiply by \(u'\) and integrate, using \(u=u'=0\) in the bulk:

\[
\frac{u'^2}{2}=\frac{\cosh u-1}{L^2}
=\frac{2\sinh^2(u/2)}{L^2},
\qquad
u'=-\frac{2}{L}\sinh\frac u2 .
\]

The negative root is taken because the bending decreases with depth. Since

\[
\frac{d}{du}\ln\tanh\frac u4
=\frac{1}{4\sinh(u/4)\cosh(u/4)}
=\frac{1}{2\sinh(u/2)},
\]

separating variables and integrating from the contact gives

\[
\tanh\frac{u(x)}4=\tanh\frac{u_s}4\,e^{-x/L}.
\]

The magnitude of the contact field is \((kT/e)|u'(0)|\), so

\[
\mathcal E_{\rm mobile}=\frac{2kT}{eL}\sinh\frac{u_s}{2}.
\]

The number of excess donors per area follows by changing the variable from \(x\) to \(u\):

\[
S=\int_0^\infty(N-N_0)dx
=N_0L\int_0^{u_s}\frac{e^u-1}{2\sinh(u/2)}du .
\]

Because \(e^u-1=2e^{u/2}\sinh(u/2)\), the integrand is \(e^{u/2}\), and

\[
S=2N_0L\left(e^{u_s/2}-1\right).
\]

## Two limits, and the fixed-donor case

For weak bending, \(u_s\ll1\), the profile is \(u\simeq u_se^{-x/L}\). The donor excess and the electron deficit are then both approximately \(N_0u\), so each supplies half of the space charge.

For strong bending, where \(u\gg1\), the first integral becomes \(u'\simeq-e^{u/2}/L\). Hence \((e^{-u/2})'=-\tfrac12u'e^{-u/2}\simeq1/(2L)\), and

\[
N\simeq\frac{N_0}{\left(e^{-u_s/2}+x/2L\right)^2}.
\]

In the range \(2Le^{-u_s/2}\ll x\ll2L\), this tends to \(4N_0L^2/x^2=2\varepsilon kT/(e^2x^2)\). Within this mean-field model, the density there depends on neither the barrier nor the bulk doping. Such a range exists only for much stronger bending than in the example below, where the two bounds are 31 and 211 nm and the density at 53 nm is less than half of this limiting value.

For comparison, keep the donors fixed at \(N_0\), with the same \(T\) and \(u_s\). Then

\[
u''=\frac{1-e^{-u}}{2L^2},
\qquad
u'^2=\frac{u-1+e^{-u}}{L^2},
\]

where the second equation again follows by multiplying by \(u'\) and integrating from the bulk. The contact field is

\[
\mathcal E_{\rm fixed}=\frac{kT}{eL}\sqrt{u_s-1+e^{-u_s}} .
\]

For small \(u_s\) the ratio \(\mathcal E_{\rm mobile}/\mathcal E_{\rm fixed}\) tends to \(\sqrt2\). For large \(u_s\) it grows as \(e^{u_s/2}/\sqrt{u_s}\).

## Lithium donors in silicon at 400 K

Take \(N_0=10^{15}\ \mathrm{cm^{-3}}\), \(T=400\) K, \(kT=0.03447\) eV, relative permittivity 11.7 and a barrier of 0.50 eV. With \(N_c=4.215\times10^{19}\ \mathrm{cm^{-3}}\),

\[
n(0)=4.215\times10^{19}\,e^{-0.50/0.03447}
\simeq2.11\times10^{13}\ \mathrm{cm^{-3}},
\]

\[
N(0)=\frac{(10^{15})^2}{2.11\times10^{13}}
\simeq4.7\times10^{16}\ \mathrm{cm^{-3}}.
\]

The reduced bending is \(u_s=\ln47.3=3.86\), or 0.133 eV, and \(L=105.6\) nm. Selected model densities, with enough digits to check their product, are:

| Depth (nm) | \(N\) (cm⁻³) | \(n\) (cm⁻³) |
|---:|---:|---:|
| 20 | \(1.79\times10^{16}\) | \(5.60\times10^{13}\) |
| 100 | \(3.29\times10^{15}\) | \(3.04\times10^{14}\) |
| 400 | \(1.07\times10^{15}\) | \(9.35\times10^{14}\) |

The donor density falls to half its contact value at 13 nm. The strong-bending formula gives \(2Le^{-u_s/2}(\sqrt2-1)\simeq12.7\) nm, close to the full solution.

The contact field is 0.022 MV/cm with mobile donors and 0.0055 MV/cm with fixed donors. The excess is

\[
S=2(10^{15})(1.056\times10^{-5})(e^{1.928}-1)
\simeq1.24\times10^{11}\ \mathrm{cm^{-2}},
\]

which equals all the donors in \(S/N_0=1.24\ \mu\mathrm m\) of bulk. Once equilibrated throughout, a sample 300 µm thick would have lost about 0.4% of its bulk density, so treating \(N_0\) as constant is reasonable in that final state. In a film a few micrometres thick, \(N_0\) must instead be found from the conserved donor number.

With \(D=1.6\times10^{-11}\ \mathrm{cm^2/s}\), the scale \((S/N_0)^2/D\) is about 950 s. This is the scale on which the accumulation develops, not the time to reach equilibrium. The donors come first from the silicon near the contact, and in a thick sample the shortage left there fades only slowly. At late times its fraction of \(N_0\) is about \(S/(N_0\sqrt{2\pi Dt})\), where the factor 2 arises because the mobile electrons double the effective donor diffusivity in neutral material. After \(10^5\) s, a little over a day, the shortage is about 4%, and the contact density, which varies as the square of the nearby bulk density, is about 8% below the \(4.7\times10^{16}\ \mathrm{cm^{-3}}\) found above. In a slab of thickness \(d\) with no donor flux through either face, the slowest diffusion mode decays with time constant \(d^2/(2\pi^2D)\). For 300 µm this is about \(2.8\times10^6\) s, or a month. Because this mode has a small amplitude, the contact density comes within 1% of its final value sooner, after about three weeks.

## Numerical tests of the law

The free energy was minimized numerically for a slab of length \(6L\), divided into 40 cells, with mean donor density \(3N_0\) and the same \(n(0)\). No Boltzmann distribution was inserted. The product \(Nn\) came out uniform to a relative spread of \(7.5\times10^{-7}\), and the donor density in the first cell was 29 times that in the last. This is less than the contact enhancement of 47 because the first cell is centred at \(0.075L\), where the density has already fallen.

In a second minimization on the same mesh, the donors were held fixed at \(N_0\). The product then varied by a factor of 34. Donor mobility is therefore essential to the law. Separately, a numerical solution of Poisson's equation with the example's \(u_s\) agreed with the closed profile to within \(8\times10^{-10}\) in \(u\) over the first \(8L\).

## Holes and neutral donors

With holes in equilibrium, \(pn=n_i^2\), where \(n_i\) is the intrinsic density. Dividing by \(Nn=N_0^2\) gives

\[
\frac{p}{N}=\left(\frac{n_i}{N_0}\right)^2 .
\]

For the example this ratio is \(3.7\times10^{-5}\) at every depth. Holes therefore remain a small part of the positive charge however strongly the bands bend, as long as the model's other assumptions hold. With fixed donors, by contrast, \(p=(n_i^2/N_0)e^u\) exceeds \(N_0\) once \(u>2\ln(N_0/n_i)\).

A neutral donor with \(g\) bound states at depth \(E_b\) below the band has density

\[
N^0=g\,\frac{Nn}{N_c}\,e^{E_b/kT}.
\]

This follows from the Gibbs ratio \(N^0/N=g e^{(\mu-E_d)/kT}\), with local donor level \(E_d=E_c-E_b\), local band edge \(E_c\), and \(n=N_ce^{(\mu-E_c)/kT}\). Since \(Nn\) is constant, \(N^0\) is uniform even where ionized donors accumulate. Taking \(E_b=0.033\) eV and counting all 12 of the 1s states at that depth gives \(N^0/N_0=7.4\times10^{-4}\) for these states. Excited bound states are not counted, so the "upper bound" in the numerical output applies only to the 1s states. A simple hydrogenic sum over the next two shells, with 48 and 108 states bound by \(E_b/4\) and \(E_b/9\), would add roughly \(4\times10^{-3}\), several times the 1s states themselves. For levels this shallow compared with \(kT\), however, the division between bound and free electrons is not sharp. Including these states would not change the uniformity of \(N^0\).

## Where the mean-field result weakens

A charge at distance \(x\) from the metal is attracted to its image with energy \(-e^2/(16\pi\varepsilon x)\). The sign is the same for electrons and donors, so this energy does not cancel when the two equilibrium conditions are added. Without screening, the product is multiplied by

\[
\exp\left(\frac{l_B}{2x}\right),\qquad
l_B=\frac{e^2}{4\pi\varepsilon kT}=3.57\ \mathrm{nm}.
\]

The factor is 1.20 at 10 nm and 1.10 at 19 nm. The value of \(N(0)\) is thus a mean-field extrapolation to the interface, not a reliable density within the first few nanometres. The extra donors drawn to the wall also raise \(S\) and the contact field, by an amount that depends on how closely a donor can approach the metal. With a screened image term included in Poisson's equation, the field rises from 0.022 MV/cm to about 0.023, 0.026 and 0.034 MV/cm for a closest approach of 0.5, 0.25 and 0.15 nm, and \(S\) rises by about 7%, 20% and 60%. The continuum image formula is itself doubtful at such distances, so these figures show only the sensitivity. The corresponding lowering of the electron barrier is about 0.016 eV, roughly half of \(kT\).

Correlations between charges can be estimated with the Debye–Hückel activity coefficient \(\ln\gamma=-l_B\kappa/2\), where \(\kappa^2=4\pi l_B(N+n)\). Equilibrium then fixes \(\gamma^2Nn\), so \(Nn\propto e^{l_B\kappa}\). Using local densities, the product at the contact is about 14% larger than in the bulk.

The electrons' thermal wavelength is about 6.6 nm with the density-of-states mass (8.6 nm with the transverse mass and 3.9 nm with the longitudinal mass), so their classical local density is also unreliable within a few nanometres of the metal.

The remaining corrections estimated here are smaller. At fixed \(\mu-E_c\), the leading degeneracy correction to \(\ln n\) is \(-n/(2^{3/2}N_c)\), which is \(-8\times10^{-6}\) in the bulk, where \(n\) is largest. The characteristic tunnelling energy is 2.7 meV, small beside \(kT\), and the contact field is about 7% of a rough breakdown field of 0.3 MV/cm. The anisotropic electron mass enters this equilibrium calculation through \(N_c\).

## Cooling, bias and other donor charges

Suppose the donor profile is frozen during rapid cooling to 300 K, with the barrier unchanged. The electrons readjust, and \(n(0)\) falls. The contact product becomes \(5.2\times10^{-3}N_0^2\), while the bulk product remains \(N_0^2\). The law therefore describes the anneal, not the cooled device. Nor does the profile stay frozen for long at 300 K. There \(D\simeq3.0\times10^{-14}\ \mathrm{cm^2/s}\), and diffusion over the 13 nm half-depth takes only about \((13\ \mathrm{nm})^2/D\simeq60\) s. Donors already near the metal therefore begin to rearrange within seconds, and the contact density rises by about a third in the first minute. The 300 K time scale in the numerical output, \(5\times10^5\) s, uses the excess \(S\) found at 400 K and does not measure how long the profile stays frozen. Full equilibrium at 300 K would require \(N(0)\simeq47.3N_0/(5.2\times10^{-3})\simeq9\times10^{18}\ \mathrm{cm^{-3}}\), a density at which the dilute mean-field model is no longer trustworthy. Taken at face value, the model would then require an excess equal to all the donors in about 17 µm of bulk, and supplying most of it by diffusion would take of order \(10^8\) s, or several years.

Under steady bias with a blocking contact, the donor flux is still zero, but the electron quasi-Fermi level \(F_n\) can vary. Choose a reference point \(x_*\) in the neutral region, set \(\phi=0\) there, and let \(N_*\) be the common density of donors and electrons at that point. The donors then satisfy \(N=N_*e^{-e\phi/kT}\), and

\[
Nn=N_*^2\exp\left[\frac{F_n(x)-F_n(x_*)}{kT}\right].
\]

Where the material is neutral, \(N=n\), so both densities vary as \(e^{F_n/2kT}\). A steady electron current therefore makes even the neutral region nonuniform, and \(N_*\) depends on the reference point chosen.

For donors of charge \(+ze\), the donor condition contains \(ze\phi\). Adding \(z\) times the electron condition cancels the potential and gives \(Nn^z=\) constant.

## The model beside a real contact

Interstitial lithium is a mobile shallow donor in silicon, and 0.50 eV is roughly the barrier of titanium on n-type silicon. The masses, gap and diffusion parameters are likewise rough typical values. The blocking contact is an idealization: a real metal may absorb lithium or react with it. If the metal exchanges lithium with the silicon and the whole system reaches equilibrium, the product is still uniform within this model, but its value is set by that exchange.

Lithium can also pair with oxygen or precipitate. If half of the bulk donors were bound in immobile complexes that remained singly ionized, the bulk electron density would stay at \(N_0\) while the mobile donor density became \(N_0/2\). The constant \(C\), and with it the mobile donor density at the contact, would be halved. The barrier matters more: an error of 0.05 eV changes \(N(0)\) by \(e^{0.05/0.03447}\simeq4.3\). The calculated contact density therefore describes the idealized contact and is not a prediction for a real one. The numerical output lists the remaining inputs and intermediate values.

## Table of computed values

```
Anneal temperature: 400 K; kT = 0.03447 eV
Bulk donor density N0: 1.00e+15 cm^-3
Barrier: 0.50 eV; relative permittivity: 11.7
Electron masses: 0.916, 0.190 m0; valleys: 6
Hole mass: 1.15 m0; gap: 1.09 eV
Conduction-band density Nc: 4.215e+19 cm^-3
Contact electron density: 2.114e+13 cm^-3
Contact donor density: 4.730e+16 cm^-3
Contact donor enhancement N(0)/N0: 47.30
Reduced bending u_s: 3.8566; bending: 0.1329 eV
Product constant N0^2: 1.000e+30 cm^-6
Screening length L: 105.56 nm
Depth where N is half its contact value: 13.12 nm
x= 10 nm: N=2.729e+16, n=3.664e+13 cm^-3
x= 20 nm: N=1.786e+16, n=5.598e+13 cm^-3
x= 50 nm: N=7.484e+15, n=1.336e+14 cm^-3
x=100 nm: N=3.292e+15, n=3.038e+14 cm^-3
x=200 nm: N=1.569e+15, n=6.372e+14 cm^-3
x=400 nm: N=1.070e+15, n=9.347e+14 cm^-3
Contact field, mobile donors: 0.02198 MV/cm
Contact field, fixed donors: 0.00554 MV/cm
Field ratio mobile/fixed: 3.969
Excess donors per area: 1.241e+11 cm^-2
Equivalent bulk supply depth: 1241 nm
Diffusion inputs: 2.50e-03 cm^2/s, 0.65 eV
Donor diffusivity at anneal: 1.62e-11 cm^2/s
Diffusion time scale at 400 K: 9.5e+02 s
Diffusion time scale at 300 K: 5.1e+05 s
Minimization: relative product spread 7.5e-07
Minimization: first/last-cell donor ratio 29.39
Fixed-donor control: product max/min 33.58
Largest profile error in u: 7.9e-10
Bjerrum length: 3.571 nm
Image factor on product at 10 nm: 1.195
Image factor falls to 1.10 at: 18.7 nm
Correlation factor, contact/bulk product: 1.140
Image barrier lowering: 0.0164 eV
Bulk degeneracy correction: 8.4e-06
Donor level: 0.033 eV; states: 12
Neutral/ionized donors in bulk, upper bound: 7.4e-04
Intrinsic density at anneal: 6.09e+12 cm^-3
Hole/donor ratio at every depth: 3.7e-05
Tunnelling energy E00: 2.708 meV
Contact field/rough breakdown field: 0.073 (breakdown 0.3 MV/cm)
Frozen donors at 300 K: contact Nn/N0^2 = 5.16e-03
```
